\section*{Why the Pauli Hamiltonian Collapses When Tight Gaussians Enter the Basis}

\section{The result}

For an electron in the normalized orbital $g_a\propto e^{-ar^2}$, the kinetic part of the Pauli Hamiltonian has the expectation value
\begin{equation}
K(a)=\left\langle \frac{p^2}{2}-\frac{p^4}{8c^2}\right\rangle
=\frac{3a}{2}-\frac{15a^2}{8c^2}.
\label{K}
\end{equation}
It rises to a maximum at $a=2c^2/5$, returns to zero at $a=4c^2/5$, and then falls without limit. Neither the nuclear attraction nor the Darwin term stops the fall. The Pauli Hamiltonian therefore has no lower bound, and a variational calculation collapses once sufficiently tight functions are available.

The turnover and the collapse are different statements. A curve can turn over and still stay bounded. What proves the collapse is that the negative $a^2$ term outgrows every other term. The exponent $2c^2/5$ marks the scale of the danger, but it is not a sharp threshold for a basis set.

Hartree atomic units are used, so $c=137.036$ and $c^2=18778.9$. Energies are in hartree and exponents in bohr$^{-2}$. For one electron and a fixed point nucleus of charge $Z$, the Hamiltonian is
\begin{equation}
H=\frac{p^2}{2}-\frac{Z}{r}-\frac{p^4}{8c^2}
+\frac{\pi Z}{2c^2}\,\delta(\mathbf r)+H_{\rm so}.
\label{H}
\end{equation}
The delta function is the Darwin term $\nabla^2V/(8c^2)$, with $V=-Z/r$ and $\nabla^2(-Z/r)=4\pi Z\delta(\mathbf r)$. The spin--orbit term $H_{\rm so}$ is proportional to $\mathbf L\cdot\mathbf S$. It vanishes on s functions, because $\mathbf L$ gives zero on a spherical function. One family of s functions is enough to show that $H$ is unbounded below, so $H_{\rm so}$ plays no further part.

\section{First contribution: the kinetic energy}

All the integrals follow from
\begin{equation}
I_0(q)=\int e^{-qr^2}d^3r=\left(\frac{\pi}{q}\right)^{3/2}.
\end{equation}
Each derivative $-d/dq$ brings down a factor $r^2$, so
\begin{equation}
\int r^2e^{-qr^2}d^3r=\frac{3}{2q}I_0,\qquad
\int r^4e^{-qr^2}d^3r=\frac{15}{4q^2}I_0.
\label{moments}
\end{equation}
The density $g_a^2$ has $q=2a$. Normalization requires $N_a^2I_0(2a)=1$, so $g_a=N_ae^{-ar^2}$ with $N_a^2=(2a/\pi)^{3/2}$. The moments are then
\begin{equation}
\langle r^2\rangle=\frac{3}{4a},\qquad
\langle r^4\rangle=\frac{15}{16a^2}.
\end{equation}
Since $\mathbf p=-i\nabla$ and $\nabla g_a=-2a\mathbf r\,g_a$, integration by parts gives
\begin{equation}
\langle p^2\rangle=\int|\nabla g_a|^2d^3r=4a^2\langle r^2\rangle=3a .
\end{equation}
The nonrelativistic kinetic energy is half of this, $3a/2$.

\section{Second contribution: the $p^4$ correction}

Taking the divergence of $-2a\mathbf r\,g_a$, with $\nabla\cdot\mathbf r=3$, gives
\begin{equation}
\nabla^2g_a=(4a^2r^2-6a)\,g_a .
\end{equation}
Because $p^2$ is Hermitian, $\langle p^4\rangle$ is the squared norm of $p^2g_a=-\nabla^2g_a$:
\begin{align}
\langle p^4\rangle
&=16a^4\langle r^4\rangle-48a^3\langle r^2\rangle+36a^2\nonumber\\
&=15a^2-36a^2+36a^2=15a^2 .
\end{align}
Multiplication by $-1/(8c^2)$ gives the second term of \eqref{K}. The derivatives of $K$ are
\begin{equation}
K'(a)=\frac32-\frac{15a}{4c^2},\qquad K''(a)=-\frac{15}{4c^2}<0 .
\end{equation}
Setting $K'=0$ gives
\begin{equation}
a_{\rm t}=\frac32\cdot\frac{4c^2}{15}=\frac{2c^2}{5}=7511.5,
\end{equation}
which is a maximum because $K''<0$. Its height is
\begin{equation}
K(a_{\rm t})=\frac{3c^2}{5}-\frac{15}{8c^2}\cdot\frac{4c^4}{25}
=\frac{3c^2}{5}-\frac{3c^2}{10}=\frac{3c^2}{10}=5633.7 .
\end{equation}
At the turnover the correction is already half the size of the term it corrects. The two cancel when $3/2=15a/(8c^2)$, that is, at $a=4c^2/5=15023$.

\subsection*{Why the sign goes wrong}

The relativistic kinetic energy of a free particle is
\begin{equation}
T_{\rm rel}(p)=\sqrt{c^4+c^2p^2}-c^2
=\frac{p^2}{2}-\frac{p^4}{8c^2}+\frac{p^6}{16c^4}-\cdots .
\end{equation}
The square root increases with $p$ at every momentum. Its series in $p/c$ has radius of convergence $p=c$, because the root has branch points at $p=\pm ic$. Cut off after $p^4$, it has the slope $p-p^3/(2c^2)$, which is negative for $p>\sqrt2\,c$. The truncated energy is itself negative for $p>2c$. An electron with such a momentum is credited with a negative kinetic energy, which is an artefact of the truncation.

A tight Gaussian contains these momenta. Its momentum density is proportional to $e^{-p^2/(2a)}$, and at the turnover $\langle p^2\rangle=6c^2/5$. The root-mean-square momentum is thus $1.095\,c$, and 47.5\% of the distribution lies beyond $p=c$. The expectation values compare as follows:
\begin{center}
\begin{tabular}{rrrr}
$a/c^2$ & $\langle p^2/2\rangle$ & $K(a)$ & $\langle T_{\rm rel}\rangle$\\
0.01 & 281.68 & 278.16 & 278.28\\
0.10 & 2816.8 & 2464.7 & 2547.0\\
0.40 & 11267 & 5634 & 8487\\
0.80 & 22535 & 0 & 14619\\
1.60 & 45069 & $-45069$ & 24194
\end{tabular}
\end{center}
For $a\ll c^2$ the correction does what it should: in the first row it removes nearly all of the error of $p^2/2$. In the last row it has reversed the sign of the kinetic energy.

\section{Third contribution: the nuclear attraction}

With $q=2a$,
\begin{equation}
\left\langle\frac1r\right\rangle
=N_a^2\,4\pi\int_0^\infty r\,e^{-2ar^2}dr
=\left(\frac{2a}{\pi}\right)^{3/2}\frac{\pi}{a}
=2\sqrt{\frac{2a}{\pi}} ,
\end{equation}
because the radial integral equals $1/(4a)$. The attraction contributes $-2Z\sqrt{2a/\pi}$. It is negative, but it grows only as $a^{1/2}$. In nonrelativistic theory the $+3a/2$ term beats it, and that is why the ordinary Schr\"odinger energy of a Gaussian has a minimum.

\section{Fourth contribution: the Darwin term}

The delta function picks out the density at the nucleus, $g_a(0)^2=N_a^2$, so
\begin{equation}
D(a)=\frac{\pi Z}{2c^2}\left(\frac{2a}{\pi}\right)^{3/2}.
\end{equation}
This term is repulsive and grows faster than the nonrelativistic kinetic energy, so it is the one candidate for preventing the collapse. Its ratio to the $p^4$ term is
\begin{equation}
\frac{D(a)}{15a^2/(8c^2)}
=\frac{4\pi Z}{15}\left(\frac2\pi\right)^{3/2}\frac{1}{\sqrt a}
\approx\frac{0.426\,Z}{\sqrt a}.
\end{equation}
The speed of light has cancelled, since both terms are of order $1/c^2$. The Darwin term is the larger one for $a<0.18\,Z^2$, a range that ends below the best single-Gaussian exponent of the nonrelativistic 1s state, $8Z^2/(9\pi)=0.283\,Z^2$. For tight functions it loses.

\section{Weighing the four terms}

The complete energy of one Gaussian is
\begin{equation}
E(a)=\frac{3a}{2}-\frac{15a^2}{8c^2}-2Z\sqrt{\frac{2a}{\pi}}
+\frac{\pi Z}{2c^2}\left(\frac{2a}{\pi}\right)^{3/2}.
\label{E}
\end{equation}
The powers are $a$, $a^2$, $a^{1/2}$ and $a^{3/2}$. The highest has a negative coefficient, so $E(a)\to-\infty$ for every $Z$. A nucleus of finite size does not help: its potential is still attractive, and its Darwin term, proportional to a finite charge density, stays bounded while the $p^4$ term is unchanged.

Take the one-electron calcium ion, $Z=20$. The terms of \eqref{E} at three exponents are:
\begin{center}
\begin{tabular}{lrrr}
 & $a=114.58$ & $2c^2/5$ & $4c^2/5$\\
$p^2/2$ & 171.9 & 11267 & 22535\\
$-p^4/(8c^2)$ & $-1.3$ & $-5634$ & $-22535$\\
$-Z/r$ & $-341.6$ & $-2766$ & $-3912$\\
Darwin & 1.0 & 553 & 1565\\
Sum & $-170.0$ & 3421 & $-2347$
\end{tabular}
\end{center}
The first column is the ordinary minimum of $E(a)$, where both corrections are small. Beyond it stands a barrier with its top at $a=7101$ and $E=3436$. At $a=13370$ the energy has come down to the level of the ordinary minimum, and beyond that it keeps falling.

The top of the barrier lies somewhat below $2c^2/5$. At $a_{\rm t}$ the slope of $K$ is zero, while the other two terms have the slopes
\begin{equation}
-Z\sqrt{\frac{2}{\pi a_{\rm t}}}=-0.184,\qquad
\frac{3D(a_{\rm t})}{2a_{\rm t}}=+0.110 .
\end{equation}
Dividing their sum, $-0.074$, by $|K''|=15/(4c^2)=2.0\times10^{-4}$ gives a shift of about $-370$. The actual shift is $-410$; the difference comes from the curvature of the two added terms, which this linear estimate omits.

\section{From one Gaussian to a basis}

In a finite basis, the lowest root of the matrix eigenvalue problem is the minimum of $\langle\phi|H|\phi\rangle/\langle\phi|\phi\rangle$ over all $\phi$ in the span. It cannot lie above the energy of any single basis function. Since $E(a)$ has no lower bound, a basis can be given as low a root as one likes by adding one tight enough Gaussian. Extending the basis with ever tighter functions, which should bring convergence, brings divergence.

The calcium ion shows this in s bases with exponents $10\times2.5^k$, $k=0,\dots,n-1$. The ``first-order'' column is the expectation value of $H$ in the lowest nonrelativistic state of the same basis.
\begin{center}
\begin{tabular}{rrrrr}
$n$ & largest $a$ & nonrel. & Pauli root & first-order\\
6 & 977 & $-198.21$ & $-199.04$ & $-198.96$\\
7 & 2441 & $-199.50$ & $-200.59$ & $-200.41$\\
8 & 6104 & $-199.87$ & $-201.40$ & $-200.86$\\
9 & 15259 & $-199.97$ & $-38517$ & $-200.99$\\
10 & 38147 & $-199.99$ & $-430663$ & $-201.04$
\end{tabular}
\end{center}
The point-nucleus Dirac energy, which leaves out nuclear size, recoil and radiative effects, is $-201.08$. Up to $n=7$ the Pauli root looks harmless. At $n=8$ it is already 0.32 below the Dirac value, although the nonrelativistic root of that basis is still 0.13 above its limit of $-200$. At $n=9$ it has collapsed. A basis without tight functions hides the fault; it does not remove it.

\subsection*{Why the fall is deeper than one Gaussian suggests}

At $a=15259$, equation \eqref{E} gives only about $-2700$, yet the root is $-38517$. Mixing accounts for the difference, because a combination of Gaussians can hold more high momentum than either member. For exponents $a$ and $b$, with $q=a+b$, the overlap is
\begin{equation}
S=N_aN_b\left(\frac{\pi}{q}\right)^{3/2}
=\left(\frac{2\sqrt{ab}}{q}\right)^{3/2}.
\end{equation}
The moments \eqref{moments} give
\begin{align}
\langle a|\tfrac12p^2|b\rangle&=\frac12\,4ab\,\frac{3}{2q}\,S=\frac{3ab}{q}S,\\
\langle a|p^4|b\rangle
&=\left[16a^2b^2\frac{15}{4q^2}-24ab\,q\,\frac{3}{2q}+36ab\right]S
=\frac{60a^2b^2}{q^2}S .
\end{align}
The bracket comes from multiplying $(4a^2r^2-6a)$ by $(4b^2r^2-6b)$.

Now take $b=a/2.5$, the neighbouring exponent. Then $S=0.8588$, and the matrix elements are $0.7361\,a$ for $p^2/2$ and $4.206\,a^2$ for $p^4$. The function $\chi=g_a-Sg_b$ is orthogonal to $g_b$ and has squared norm $1-S^2=0.2624$. Its expectation values are
\begin{align}
\left\langle\tfrac12p^2\right\rangle_\chi
&=\frac{1.5-2S(0.7361)+0.6S^2}{0.2624}\,a=2.58\,a,\\
\langle p^4\rangle_\chi
&=\frac{15-2S(4.206)+2.4S^2}{0.2624}\,a^2=36.4\,a^2 .
\end{align}
Orthogonalization has raised $\langle p^2\rangle$ by a factor of 1.7 and $\langle p^4\rangle$ by 2.4. The kinetic part now vanishes at $a=8(2.58)c^2/36.4\approx0.57\,c^2$ instead of $0.8\,c^2$. At $a=15259$ it equals about $-1.7\times10^4$, against $-359$ for the single Gaussian. The remaining basis functions allow the root to go lower still. This is why no single exponent can serve as the threshold for all basis sets.

\section{Which term is to blame}

The cause can be isolated by changing one term at a time in a basis of 18 functions, whose largest exponent is $5.8\times10^7$. The lowest roots are:
\begin{center}
\begin{tabular}{lr}
Nonrelativistic & $-200.00$\\
Full Pauli & $-1.3\times10^{12}$\\
Pauli without $p^4$ & $-199.34$\\
Pauli with $T_{\rm rel}$ for $p^2/2-p^4/(8c^2)$ & $-204.77$
\end{tabular}
\end{center}
Removing the $p^4$ term removes the collapse, and for this ion so does restoring the unexpanded square root. At $Z=20$ the fault therefore lies in the truncation of the kinetic energy, not in the Gaussians. The square-root control depends on the charge. At large momentum $T_{\rm rel}\approx cp$, and when an orbital is compressed $\langle cp\rangle$ and $\langle Z/r\rangle$ grow with the same power ($a^{1/2}$ for a Gaussian). The square root can therefore hold against a point nucleus only when $Z/c$ is small enough, whereas the $p^4$ collapse occurs for every $Z$.

The last two roots are not good relativistic energies. The third lacks the $p^4$ correction by construction, and both suffer from a second, milder variational failure. To first order the Darwin term should raise the energy by $Z^4/(2c^2)=4.26$, as derived below, but the third root lies only 0.66 above $-200$. A flexible wavefunction avoids the delta function. Replace $\phi$ by $\phi-\phi(0)e^{-br^2}$, which vanishes at the nucleus. The added piece has
\begin{equation}
\int|\nabla e^{-br^2}|^2d^3r=3b\left(\frac{\pi}{2b}\right)^{3/2}\propto b^{-1/2},
\end{equation}
so its own kinetic energy tends to zero as $b\to\infty$. By the Cauchy--Schwarz inequality, the cross term $\int\nabla\phi\cdot\nabla e^{-br^2}d^3r$ is at most the square root of this integral times the fixed norm of $\nabla\phi$, so it tends to zero as well. The changes in norm and in potential energy scale as $b^{-3/2}$ and $b^{-1}$. The hole therefore costs nothing in the limit. Tight functions thus switch the Darwin repulsion off. The same holds with $T_{\rm rel}$, because $T_{\rm rel}\le p^2/2$ makes the hole no dearer. The fourth root, 3.7 below the Dirac energy, is therefore missing most of a repulsion that ought to be there: with the Darwin term deleted altogether the same basis gives $-204.81$, only 0.04 lower. Neither control root is converged at 18 functions. Continuing the series to 28 functions moves the third to $-199.99$ and the fourth to $-204.81$, close to the values without any Darwin term.

\section{Where the Pauli Hamiltonian is valid}

The corrections in \eqref{H} come from an expansion in $1/c^2$, and they are meant to be used to first order: their expectation value is taken in a nonrelativistic state that has not been allowed to respond to them. For the 1s state $\phi=\sqrt{Z^3/\pi}\,e^{-Zr}$,
\begin{equation}
\nabla^2\phi=\left(Z^2-\frac{2Z}{r}\right)\phi,\qquad
\left\langle\frac1r\right\rangle=Z,\qquad
\left\langle\frac1{r^2}\right\rangle=2Z^2 ,
\end{equation}
and therefore
\begin{equation}
\langle p^4\rangle=Z^4-4Z^3\cdot Z+4Z^2\cdot2Z^2=5Z^4 .
\end{equation}
The density at the nucleus is $Z^3/\pi$, so the Darwin term gives $Z^4/(2c^2)$. The sum is
\begin{equation}
\Delta E=-\frac{5Z^4}{8c^2}+\frac{Z^4}{2c^2}=-\frac{Z^4}{8c^2}.
\end{equation}
For $Z=20$ this is $-5.325+4.260=-1.065$, and the total is $-201.065$. The Dirac energy expands as
\begin{equation}
c^2\left(\sqrt{1-Z^2/c^2}-1\right)
=-\frac{Z^2}{2}-\frac{Z^4}{8c^2}-\frac{Z^6}{16c^4}-\cdots .
\end{equation}
The first-order result reproduces the second term. The third, $-0.011$, accounts for the remaining difference from $-201.077$. The requirement is $(Z/c)^2\ll1$; here it is 0.021.

The first-order energy also survives tight functions: in the 18-function basis it is $-201.064$. The nonrelativistic state gives a very tight Gaussian only the small weight needed to describe the cusp at the nucleus. The variational procedure is free to raise that weight, and the $p^4$ term rewards it for doing so.

The dangerous exponents occur in ordinary basis sets. The largest s exponent in the def2-TZVP basis for calcium is 172517, about 23 times $2c^2/5$. Used as an independent function in the one-electron ion, that Gaussian has an energy of about $-2.7\times10^6$ by \eqref{E}. In the basis as supplied it is not independent: it enters with a fixed weight inside one contracted function of eight primitives. With the contracted s functions the lowest Pauli root of the ion is $-200.91$, with no collapse; with the same primitives uncontracted it is about $-4.1\times10^6$. Here contraction hides the fault without curing the Hamiltonian, and it does not hide it in every basis. With contracted s functions the def2-QZVP root of the same ion is $-201.23$, already below the Dirac value, and the ANO-RCC root is $-222$. For the one-electron krypton ion, whose Dirac energy is $-659.6$, these two bases give $-667$ and $-1747$.

The closed matrix elements, the turnover and the two controls are checked numerically by the numerical check.

\section*{Values computed for the example and the checks}
\begin{verbatim}
speed of light c = 137.035999 a.u.; c^2 = 18778.865 a.u.
turnover exponent, numerical = 7511.55 bohr^-2
turnover exponent 2c^2/5 = 7511.55 bohr^-2
peak kinetic value = 5633.66 hartree
exponent where kinetic value is zero = 15023.09 bohr^-2
rms momentum at turnover / c = 1.0954
momentum share beyond p=c at turnover = 0.4753
Single Gaussian kinetic energies (hartree):
a/c^2 | p^2/2 | p^2/2-p^4/(8c^2) | unexpanded square root
0.01 | 281.68 | 278.16 | 278.28
0.10 | 2816.83 | 2464.73 | 2546.97
0.40 | 11267.32 | 5633.66 | 8486.90
0.80 | 22534.64 | -0.00 | 14618.59
1.60 | 45069.28 | -45069.28 | 24194.15
Calcium ion, Z = 20; single-Gaussian full Pauli energy:
ordinary minimum: a = 114.58 bohr^-2, E = -170.027 hartree
barrier top: a = 7101.14 bohr^-2, E = 3435.89 hartree
energy falls below ordinary minimum at a = 13370.16 bohr^-2
exact nonrelativistic 1s energy = -200.000 hartree
first-order formula = -201.0650 hartree
point-nucleus Dirac 1s energy = -201.0765 hartree
Basis exponents: 10*2.5^k bohr^-2; energies in hartree
n | largest a | nonrelativistic | Pauli root | first-order
5 | 390.62 | -194.034 | -194.550 | -194.525
6 | 976.56 | -198.208 | -199.038 | -198.964
7 | 2441.41 | -199.502 | -200.586 | -200.414
8 | 6103.52 | -199.868 | -201.401 | -200.858
9 | 15258.79 | -199.965 | -38516.850 | -200.993
10 | 38146.97 | -199.991 | -430662.713 | -201.036
12 | 238418.58 | -199.999 | -21253693.728 | -201.058
Full basis: n = 18, largest a = 5.8208e+07 bohr^-2
nonrelativistic root = -199.9996 hartree
Pauli root = -1.3244e+12 hartree
first-order energy = -201.0644 hartree
root without p^4 term = -199.3388 hartree
root with unexpanded kinetic energy = -204.7667 hartree
largest def2-TZVP calcium s exponent = 172517.33 bohr^-2
its ratio to the turnover exponent = 22.97
\end{verbatim}
